**Threshold-voltage variance from independent ferroelectric grains**

For $N$ equal, independent grains, each switched with probability $p$, the program tests $\operatorname{Var}V_T=M^2p(1-p)/N$. Here $V_T$ is the threshold voltage, $M=2P_n/C_F$ the memory window, $P_n$ the net grain polarization and $C_F$ the film capacitance per area. It asserts the threshold formula against a finite-difference Poisson solution, and the variance and its maximum at $p=1/2$ against enumeration of all states of ten grains. Further assertions cover unequal grain weights, unequal and fluctuating probabilities, and the fringing-field formula. A resistor network of 100 grains is asserted to lie between the harmonic and arithmetic mean conductances, with an averaging error of second order in the contrast. For the example, the window is 0.753 V and the largest standard deviation 37.6 mV. The network output is asymmetric about half switching, with a larger spread at $p=0.7$ than at $p=0.3$. The output also gives estimates for pulse jitter, dopants, trapped charge and the fields during read.

## Numerical check

```python
# Result under test: a transistor gate holds N equal, independent ferroelectric
# grains, each switched with probability p by a write pulse. Then
#     Var(V_T) = M^2 p (1 - p) / N,   M = 2 P_n / C_F,   largest at p = 1/2.
# V_T: threshold voltage; M: memory window; P_n: net polarization of a grain
# after compensation by trapped charge; C_F: ferroelectric capacitance per area.
# SI units inside the program; engineering units in the printed lines.
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.stats import binom, norm, beta

e, eps0, kB = const.e, const.epsilon_0, const.k
nm = 1e-9
uC = 1e-2            # one uC/cm2 in C/m2
MVcm = 1e8           # one MV/cm in V/m

# ---------- inputs of the example (rough typical values) ----------
side, grain = 100 * nm, 10 * nm
t_F, t_I = 10 * nm, 1 * nm
eps_F, eps_I, eps_S = 30 * eps0, 3.9 * eps0, 11.7 * eps0
P_full, P_n = 20 * uC, 1.0 * uC
N_A, n_i, T = 3e23, 1e16, 300.0
E_coercive = 1.2 * MVcm
overdrive = 1.0      # read voltage above the mid-window threshold, V

n_side = round(side / grain)
N = n_side**2
area = side**2
C_F, C_I = eps_F / t_F, eps_I / t_I
C_ox = C_F * C_I / (C_F + C_I)
psi = 2 * kB * T / e * np.log(N_A / n_i)
W_d = np.sqrt(2 * eps_S * psi / (e * N_A))
Q_d = e * N_A * W_d
M = 2 * P_n / C_F


def sigma(p):
    return M * np.sqrt(p * (1 - p) / N)


# ---------- electrostatics by finite differences ----------
def solve_stack(h, eps, charge, v_top, q=0.0):
    """Potential at interior nodes for lateral wavenumber q; bottom grounded."""
    c = eps / h
    eh = eps * h
    band = np.zeros((3, len(h) - 1))
    band[1] = c[:-1] + c[1:] + q**2 * (eh[:-1] + eh[1:]) / 2
    band[0, 1:] = -c[1:-1]
    band[2, :-1] = -c[1:-1]
    rhs = charge.copy()
    rhs[0] += c[0] * v_top
    return solve_banded((1, 1), band, rhs)


def threshold_fd(P, t_inter=t_I):
    """Gate voltage (flat band at 0 V) that brings the surface to psi."""
    nF, nI, nS = 100, 50, 300
    h = np.r_[np.full(nF, t_F / nF), np.full(nI, t_inter / nI),
              np.full(nS, W_d / nS)]
    eps = np.r_[np.full(nF, eps_F), np.full(nI, eps_I), np.full(nS, eps_S)]
    dop = np.r_[np.zeros(nF + nI), np.full(nS, -e * N_A)] * h
    charge = (dop[:-1] + dop[1:]) / 2
    charge[nF - 1] += P
    surface = nF + nI - 1
    a = solve_stack(h, eps, charge, 0.0)[surface]
    b = solve_stack(h, eps, charge, 1.0)[surface] - a
    return (psi - a) / b


for P in (-P_n, 0.3 * P_n, P_n):
    assert abs(threshold_fd(P) - (psi + Q_d / C_ox - P / C_F)) < 1e-6
for t_inter in (1 * nm, 2 * nm):   # window does not depend on the interlayer
    window = threshold_fd(-P_n, t_inter) - threshold_fd(P_n, t_inter)
    assert abs(window - M) < 1e-6

# ---------- variance by enumeration of all states of ten grains ----------
n = 10
states = np.array(list(itertools.product((0, 1), repeat=n)))
count = states.sum(axis=1)
level = np.array([threshold_fd(P_n * (2 * k / n - 1)) for k in range(n + 1)])


def enum_var(values, probs):
    weight = np.prod(np.where(states == 1, probs, 1 - probs), axis=1)
    mean = weight @ values
    return weight @ (values - mean)**2


p_grid = np.linspace(0.05, 0.95, 19)
var_grid = np.array([enum_var(level[count], np.full(n, p)) for p in p_grid])
assert np.allclose(var_grid, M**2 * p_grid * (1 - p_grid) / n, rtol=1e-5)
assert abs(p_grid[np.argmax(var_grid)] - 0.5) < 1e-9

# unequal influence of the grains, free count and fixed count
w = np.arange(1, n + 1) / np.sum(np.arange(1, n + 1))
v_unequal = -M * (states @ w)
for p in (0.2, 0.5):
    assert np.isclose(enum_var(v_unequal, np.full(n, p)),
                      M**2 * p * (1 - p) * np.sum(w**2))
for k in range(1, n):
    f = k / n
    assert np.isclose(np.var(v_unequal[count == k]),
                      M**2 * f * (1 - f) * (n * np.sum(w**2) - 1) / (n - 1))

# unequal probabilities, with the noiseless half-switched counterexample
p_i = np.linspace(0.1, 0.8, n)
assert np.isclose(enum_var(level[count], p_i), M**2 / n *
                  (p_i.mean() * (1 - p_i.mean()) - np.var(p_i)), rtol=1e-5)
assert enum_var(level[count], np.repeat([0.0, 1.0], n // 2)) < 1e-12

# ---------- spread of grain switching voltages and pulse jitter ----------
spread, random_width, jitter = 0.30, 0.10, 0.020     # V
mean_p2 = quad(lambda v: norm.pdf(v, scale=spread)
               * norm.cdf(-v / random_width)**2, -3, 3, points=[0],
               epsabs=1e-11)[0]
rho = spread**2 / (spread**2 + random_width**2)
assert abs(mean_p2 - (0.25 + np.arcsin(rho) / (2 * np.pi))) < 1e-7
sigma_repeat = M * np.sqrt((0.5 - mean_p2) / N)
sigma_device = M * np.sqrt((mean_p2 - 0.25) / N)

sd_p = jitter * norm.pdf(0) / np.hypot(spread, random_width)
a_beta = (1 / (4 * sd_p**2) - 1) / 2
x, wx = np.polynomial.legendre.leggauss(120)
p_x, wx = 0.5 + 0.3 * x, 0.3 * wx
k_all = np.arange(N + 1)
pmf = (wx * beta.pdf(p_x, a_beta, a_beta)) @ binom.pmf(k_all, N, p_x[:, None])
var_f = pmf @ (k_all / N)**2 - (pmf @ (k_all / N))**2
assert np.isclose(var_f, 0.25 / N + (1 - 1 / N) * sd_p**2, rtol=1e-5)
sigma_jitter = M * np.sqrt(1 - 1 / N) * sd_p


# ---------- area averaging against a resistor network of grains ----------
def channel_share(q):
    """Channel charge induced per sheet charge at the film/interlayer face."""
    q = np.maximum(q, 1e-6 / nm)
    return (eps_I / np.sinh(q * t_I)) / (eps_F / np.tanh(q * t_F)
                                         + eps_I / np.tanh(q * t_I))


h = np.r_[np.full(1000, t_F / 1000), np.full(200, t_I / 200)]
eps = np.r_[np.full(1000, eps_F), np.full(200, eps_I)]
unit_sheet = np.zeros(1199)
unit_sheet[999] = 1.0
for q in (0.05 / nm, 0.3 / nm):
    induced = solve_stack(h, eps, unit_sheet, 0.0, q)[-1] * eps[-1] / h[-1]
    assert np.isclose(induced, channel_share(q), rtol=1e-3)

sub = 5
patch = np.zeros((n_side * sub, n_side * sub))
patch[:sub, :sub] = 1.0
q1 = 2 * np.pi * np.fft.fftfreq(n_side * sub, d=grain / sub)
q2d = np.hypot(q1[:, None], q1[None, :])
smooth = np.fft.ifft2(np.fft.fft2(patch) * channel_share(q2d)
                      / channel_share(0.0)).real
kernel = smooth.reshape(n_side, sub, n_side, sub).mean(axis=(1, 3))
kernel_ft = np.fft.fft2(kernel)


def local_overdrive(switched, scale=1.0):
    field = np.fft.ifft2(np.fft.fft2(2.0 * switched - 1) * kernel_ft).real
    return overdrive + scale * M / 2 * field


def network_conductance(g):
    """Source-drain conductance; a uniform sheet g gives the value g."""
    batch = len(g)
    flat = g.reshape(batch, -1)
    idx = np.arange(N).reshape(n_side, n_side)
    L = np.zeros((batch, N, N))
    for i, j in ((idx[:, :-1].ravel(), idx[:, 1:].ravel()),
                 (idx[:-1].ravel(), idx[1:].ravel())):
        link = 2 * flat[:, i] * flat[:, j] / (flat[:, i] + flat[:, j])
        L[:, i, j] -= link
        L[:, j, i] -= link
        L[:, i, i] += link
        L[:, j, j] += link
    left, right = idx[:, 0], idx[:, -1]
    L[:, left, left] += 2 * flat[:, left]
    L[:, right, right] += 2 * flat[:, right]
    rhs = np.zeros((batch, N, 1))
    rhs[:, left, 0] = 2 * flat[:, left]
    phi = np.linalg.solve(L, rhs)[:, :, 0]
    return np.sum(2 * flat[:, left] * (1 - phi[:, left]), axis=1)


rng = np.random.default_rng(7)
p_net = (0.1, 0.3, 0.5, 0.7, 0.9)
samples = 1500
net_sd, avg_sd, net_shift = [], [], []
for p in p_net:
    g_net, g_avg = [], []
    for _ in range(3):
        pattern = rng.random((samples // 3, n_side, n_side)) < p
        u = local_overdrive(pattern)
        assert u.min() > 0
        G = network_conductance(u)
        mean = u.mean(axis=(1, 2))
        assert np.allclose(mean, overdrive + M / 2
                           * (2 * pattern.mean(axis=(1, 2)) - 1))
        assert np.all(G <= mean + 1e-9)
        assert np.all(G >= 1 / np.mean(1 / u, axis=(1, 2)) - 1e-9)
        g_net.append(G)
        g_avg.append(mean)
    g_net, g_avg = np.concatenate(g_net), np.concatenate(g_avg)
    net_sd.append(g_net.std())
    avg_sd.append(g_avg.std())
    net_shift.append(np.mean(g_avg - g_net))
    assert abs(avg_sd[-1] / sigma(p) - 1) < 0.08   # sampling error near 2 %
assert net_sd[2] > max(net_sd[0], net_sd[4])

# the error of area averaging is of second order in the contrast
pattern = rng.random((200, n_side, n_side)) < 0.5
error = []
for scale in (1.0, 0.1):
    u = local_overdrive(pattern, scale)
    error.append(np.mean(u.mean(axis=(1, 2)) - network_conductance(u)))
assert 0.007 < error[1] / error[0] < 0.014

# ---------- other neglected effects ----------
area_cv = 0.5
size_factor = np.sqrt(1 + area_cv**2)
dop_var = quad(lambda s: N_A * area * W_d * (e / (area * C_ox) * (1 - s))**2,
               0, 1)[0]
sigma_dopant = np.sqrt(dop_var)
assert np.isclose(sigma_dopant, e / C_ox * np.sqrt(N_A * W_d / (3 * area)))
n_trapped = (P_full - P_n) * area / e
sigma_trap_free = e * np.sqrt(n_trapped) / (area * C_F)
sigma_trap_thermal = np.sqrt(kB * T * area * (C_F + C_I)) / (area * C_F)
D_unsw = Q_d + C_ox * (overdrive - M / 2)
D_sw = Q_d + C_ox * (overdrive + M / 2)
E_film = (D_unsw + P_n) / eps_F
E_inter = D_sw / eps_I

# four-level cell: level p = 1/3 read beyond the midpoints to its neighbours
p_level = 1 / 3
k_low, k_high = N / 6, N / 2
p_error = binom.pmf(k_all, N, p_level)[(k_all <= k_low)
                                       | (k_all >= k_high)].sum()

# ---------- printed numbers ----------
print(f"gate side {side/nm:.0f} nm, grain side {grain/nm:.0f} nm, grains N = {N}")
print(f"film thickness {t_F/nm:.0f} nm, relative permittivity {eps_F/eps0:.0f}")
print(f"interlayer thickness {t_I/nm:.0f} nm, relative permittivity {eps_I/eps0:.1f}")
print(f"full polarization {P_full/uC:.0f} uC/cm2, net polarization {P_n/uC:.1f} uC/cm2")
print(f"acceptor density {N_A*1e-6:.1e} cm^-3, temperature {T:.0f} K")
print(f"film capacitance C_F = {C_F*100:.3f} uF/cm2")
print(f"gate stack capacitance C_ox = {C_ox*100:.3f} uF/cm2")
print(f"surface potential at threshold {psi:.3f} V, depletion width {W_d/nm:.1f} nm")
print(f"memory window M = {M:.4f} V")
print(f"threshold change when one grain switches = {M/N*1e3:.2f} mV")
for p in (0.0, 0.1, 0.3, 1 / 3, 0.5, 0.7, 0.9, 1.0):
    print(f"sigma of V_T at p = {p:.3f}: {sigma(p)*1e3:.2f} mV")
print(f"variance of V_T at p = 0.5: {sigma(0.5)**2*1e6:.1f} mV^2")
print(f"enumeration, 10 grains: largest variance at p = {p_grid[np.argmax(var_grid)]:.2f}")
print(f"four-level cell: level spacing {M/3*1e3:.1f} mV")
print(f"four-level cell: misread probability of level p = 1/3: {p_error:.2e}")
print(f"read voltage above mid-window threshold {overdrive:.1f} V")
for p, s_n, s_a, d in zip(p_net, net_sd, avg_sd, net_shift):
    print(f"network p = {p:.1f}: sigma {s_n*1e3:.1f} mV, area average "
          f"{s_a*1e3:.1f} mV, mean V_T raised {d*1e3:.1f} mV")
print(f"random patterns per network value = {samples}")
print(f"averaging error ratio at one tenth of the contrast = {error[1]/error[0]:.4f}")
print(f"grain areas with relative spread {area_cv:.1f}: sigma times {size_factor:.3f}")
print(f"switching voltages: fixed spread {spread:.2f} V, random width {random_width:.2f} V")
print(f"  repeated writes of one device, p = 0.5: sigma {sigma_repeat*1e3:.1f} mV")
print(f"  device to device part, p = 0.5: sigma {sigma_device*1e3:.1f} mV")
print(f"pulse jitter {jitter*1e3:.0f} mV: spread of p {sd_p:.4f}, adds sigma {sigma_jitter*1e3:.1f} mV")
print(f"random dopants: sigma {sigma_dopant*1e3:.1f} mV")
print(f"trapped elementary charges under the gate = {n_trapped:.0f}")
print(f"trapped charge, independent trapping: sigma {sigma_trap_free*1e3:.1f} mV")
print(f"trapped charge, thermally regulated: sigma {sigma_trap_thermal*1e3:.1f} mV")
print(f"film field at read, unswitched grain {E_film/MVcm:.2f} MV/cm")
print(f"coercive field (rough) {E_coercive/MVcm:.1f} MV/cm, ratio {E_film/E_coercive:.2f}")
print(f"interlayer field at read, switched grain {E_inter/MVcm:.1f} MV/cm")
print(f"film field if full polarization were uncompensated {P_full/eps_F/MVcm:.1f} MV/cm")
print("no test failed")
```

Running it gives:

```
gate side 100 nm, grain side 10 nm, grains N = 100
film thickness 10 nm, relative permittivity 30
interlayer thickness 1 nm, relative permittivity 3.9
full polarization 20 uC/cm2, net polarization 1.0 uC/cm2
acceptor density 3.0e+17 cm^-3, temperature 300 K
film capacitance C_F = 2.656 uF/cm2
gate stack capacitance C_ox = 1.501 uF/cm2
surface potential at threshold 0.890 V, depletion width 61.9 nm
memory window M = 0.7529 V
threshold change when one grain switches = 7.53 mV
sigma of V_T at p = 0.000: 0.00 mV
sigma of V_T at p = 0.100: 22.59 mV
sigma of V_T at p = 0.300: 34.50 mV
sigma of V_T at p = 0.333: 35.49 mV
sigma of V_T at p = 0.500: 37.65 mV
sigma of V_T at p = 0.700: 34.50 mV
sigma of V_T at p = 0.900: 22.59 mV
sigma of V_T at p = 1.000: 0.00 mV
variance of V_T at p = 0.5: 1417.3 mV^2
enumeration, 10 grains: largest variance at p = 0.50
four-level cell: level spacing 251.0 mV
four-level cell: misread probability of level p = 1/3: 4.98e-04
read voltage above mid-window threshold 1.0 V
network p = 0.1: sigma 19.9 mV, area average 22.5 mV, mean V_T raised 9.9 mV
network p = 0.3: sigma 32.0 mV, area average 33.6 mV, mean V_T raised 22.5 mV
network p = 0.5: sigma 37.1 mV, area average 36.7 mV, mean V_T raised 25.4 mV
network p = 0.7: sigma 36.0 mV, area average 33.9 mV, mean V_T raised 20.2 mV
network p = 0.9: sigma 25.1 mV, area average 22.8 mV, mean V_T raised 8.1 mV
random patterns per network value = 1500
averaging error ratio at one tenth of the contrast = 0.0099
grain areas with relative spread 0.5: sigma times 1.118
switching voltages: fixed spread 0.30 V, random width 0.10 V
  repeated writes of one device, p = 0.5: sigma 20.2 mV
  device to device part, p = 0.5: sigma 31.8 mV
pulse jitter 20 mV: spread of p 0.0252, adds sigma 18.9 mV
random dopants: sigma 8.4 mV
trapped elementary charges under the gate = 11859
trapped charge, independent trapping: sigma 65.7 mV
trapped charge, thermally regulated: sigma 6.0 mV
film field at read, unswitched grain 0.84 MV/cm
coercive field (rough) 1.2 MV/cm, ratio 0.70
interlayer field at read, switched grain 6.8 MV/cm
film field if full polarization were uncompensated 7.5 MV/cm
no test failed
```
